# Coherent position and coherent fraction from dipole photoelectron yield in standing waves, part 1

(Sections cited here and not found follow in the second part.)

## First half: the yield of atoms in two coherent waves

### What symmetry fixes

An atom above a crystal is illuminated by an X-ray wave and by its Bragg reflection. The two waves are coherent, so their sum has nodes and antinodes. The measured quantity is the number of photoelectrons from one core level, divided by the number found far from the reflection, where only the incident wave is present.

For weak fields the yield is quadratic in the field, so the beam intensity cancels from this quotient. If the reflected amplitude is $r$ times the incident one, the quotient must therefore have the form

$$
Y=1+bR+2\,\mathrm{Re}(g\,r),\qquad R=|r|^2 ,
$$

with a real number $b$ and a complex number $g$, neither depending on $r$. The first term is the incident wave alone, the second the reflected wave alone, and the third their interference.

Let $\mathbf H$ be the difference between the reflected and incident wavevectors. It is normal to the diffracting planes and has length $H=2\pi/d$, where $d$ is their spacing. Raising the atom by $s$ changes the phase of the reflected wave relative to the incident one by $Hs$. This is the same as replacing $r$ by $re^{iHs}$. Hence $g(z+s)=g(z)e^{iHs}$, and

$$
g(z)=g_0e^{iHz}.
$$

The height enters through $z/d$, and a shift by a whole spacing changes nothing. Symmetry thus fixes the dependence on height and on the phase of $r$. It leaves open the two numbers $b$ and $g_0$, which the electric-dipole approximation supplies. For parallel polarizations both will turn out to be 1.

### Conventions for the field

Fields vary as $e^{-i\omega t}$. The $z$ axis is the outward surface normal, and $z=0$ lies on a diffracting plane of the bulk crystal, extended upward with the bulk spacing if necessary. With real unit polarization vectors $\mathbf e_0$ and $\mathbf e_H$, the field at an atom is

$$
\mathbf E=E_0e^{i\mathbf k_0\cdot\mathbf R_a}
\left(\mathbf e_0+r e^{iHz}\mathbf e_H\right),
\qquad r=\sqrt R\,e^{-i\nu}.
$$

Here $\mathbf R_a$ is the position of the nucleus. The common factor in front has no effect on an intensity, apart from its scale $|E_0|^2$. The minus sign in the definition of $\nu$ is a choice. With it, parallel polarizations give

$$
\left|1+\sqrt R\,e^{i(Hz-\nu)}\right|^2
=1+R+2\sqrt R\cos(\nu-Hz),
$$

because the cross terms are a number and its complex conjugate, and the cosine is even. An antinode lies where $\nu=Hz$, up to a multiple of $2\pi$.

### From the light field to the dipole amplitude

In Hartree atomic units the electron has charge $-1$, and its kinetic energy in a vector potential is $(\mathbf p+\mathbf A/c)^2/2$. For a transverse field $\mathbf A$ commutes with $\mathbf p$ in the product $\mathbf A\cdot\mathbf p$. The term linear in the field is therefore $\mathbf A\cdot\mathbf p/c$. The term in $\mathbf A^2$ is of second order and is dropped for weak light.

The part of the field that absorbs a photon varies as $e^{-i\omega t}$. From $\mathbf E=-(1/c)\partial\mathbf A/\partial t$ it follows that $\mathbf A/c=\mathbf E/(i\omega)$. In the dipole approximation the field is taken at the nucleus and treated as constant across the core orbital.

For a one-electron Hamiltonian $h=p^2/2+V(\mathbf r)$, with $\mathbf r$ measured from the nucleus, $[\mathbf r,h]=i\mathbf p$. Between eigenstates with $E_f-E_i=\omega$,

$$
i\langle f|\mathbf p|i\rangle=\langle f|[\mathbf r,h]|i\rangle
=(E_i-E_f)\langle f|\mathbf r|i\rangle
=-\omega\langle f|\mathbf r|i\rangle ,
$$

so $\langle f|\mathbf p|i\rangle=i\omega\langle f|\mathbf r|i\rangle$. The factors $i\omega$ cancel, and the amplitude is

$$
M=\mathbf E(\mathbf R_a)\cdot\langle f|\mathbf r|i\rangle .
$$

By the golden rule the emission rate is proportional to $|M|^2$. The atom thus samples the field at one point, its nucleus.

### Why atoms add by intensity

The electron wave leaving an atom carries a phase $e^{-i\mathbf p\cdot\mathbf R_a}$, where $\mathbf p$ is now its final momentum. One might expect interference between electrons from different atoms. For localized core holes there is none: emission from atom 1 leaves the hole on atom 1, emission from atom 2 leaves it on atom 2, and these final states are orthogonal. The probabilities add.

Vibration can be treated in the same way. Let $|v\rangle$ be the initial vibrational state and $|v'\rangle$ a final one. If the detector does not resolve the final vibrational states, and their energies hardly alter the electronic matrix element, the sum over them uses completeness:

$$
\sum_{v'}\left|\langle v'|e^{-i\mathbf p\cdot\mathbf R_a}
E(\mathbf R_a)|v\rangle\right|^2
=\langle v|\,|E(\mathbf R_a)|^2|v\rangle .
$$

The electron phase has cancelled against its conjugate. Static disorder and vibration therefore enter through one distribution of nuclear positions.

This argument concerns the directly emitted wave. Elastic scattering of the photoelectron by neighbouring atoms is neglected. It would make the angular distribution depend on the surroundings of the emitter.

### The angular distribution

Let $\mathbf n$ be the emission direction. For an unpolarized closed subshell in a spherical potential, the intensity is a quadratic form $\sum_{ij}E_i^*T_{ij}(\mathbf n)E_j$. Rotational symmetry allows $T_{ij}$ to be built from $\delta_{ij}$, $n_in_j$ and $i\sum_k\epsilon_{ijk}n_k$.

Inversion changes the signs of both $\mathbf n$ and $\mathbf E$. Since the intensity is quadratic in $\mathbf E$, it must be the same for $\mathbf n$ and $-\mathbf n$ at fixed $\mathbf E$. The third tensor is odd in $\mathbf n$ and is excluded. Normalized to a mean of $|\mathbf E|^2$ over all directions, what remains is

$$
I(\mathbf n)=\left(1-\frac{\beta}{2}\right)|\mathbf E|^2
+\frac{3\beta}{2}|\mathbf E\cdot\mathbf n|^2 .
$$

The normalization holds because the mean of $|\mathbf E\cdot\mathbf n|^2$ is $|\mathbf E|^2/3$. The single number $\beta$ is the asymmetry parameter. It depends on the subshell and on the electron energy.

For an s shell the dipole operator produces a p wave, whose amplitude is proportional to $\mathbf E\cdot\mathbf n$. The first term must then vanish, so $\beta=2$.

A p shell shows how two outgoing waves fix $\beta$. Let $\mathbf s$ be the unit vector from the nucleus to the bound electron. The orbital $i$ has angular part $s_i$, and the light multiplies it by $\sum_j E_js_j$. The product splits into parts of angular momentum 0 and 2:

$$
s_i s_j=\frac{\delta_{ij}}{3}
+\left(s_i s_j-\frac{\delta_{ij}}{3}\right).
$$

The electron seen in direction $\mathbf n$ has the same angular functions with $\mathbf s$ replaced by $\mathbf n$. A partial wave $l$ also carries the factor $(-i)^l e^{i\delta_l}$, where $\delta_l$ is its phase shift. Let $a$ and $b$ be the radial amplitudes of the s and d waves, each including $e^{i\delta_l}$. Since $(-i)^2=-1$,

$$
A_i=\frac a3E_i-b\left(n_i\,\mathbf E\cdot\mathbf n-\frac{E_i}{3}\right)
=\frac{a+b}{3}E_i-b\,n_i\,\mathbf E\cdot\mathbf n .
$$

Squaring and summing over the three orbitals gives

$$
\sum_i|A_i|^2=\frac{|a+b|^2}{9}|\mathbf E|^2
+\left[|b|^2-\frac23\mathrm{Re}\{(a+b)^*b\}\right]
|\mathbf E\cdot\mathbf n|^2 .
$$

The square bracket equals $(|b|^2-2\,\mathrm{Re}\,a^*b)/3$. Averaging over $\mathbf n$ multiplies it by $1/3$. The terms in $\mathrm{Re}\,a^*b$ cancel in the total, whose coefficient becomes $(|a|^2+2|b|^2)/9$. Dividing the bracket by this mean gives $3\beta/2$, and therefore

$$
\beta=\frac{2|b|^2-4\,\mathrm{Re}\,a^*b}{|a|^2+2|b|^2}.
$$

For $|a|=0.7$, $|b|=1.1$ and a relative phase of 0.9 rad, this gives $\beta=0.174$. A direct numerical integration over the sphere gives the same value to within $10^{-10}$.

### Two waves with general polarization

Now insert $\mathbf E\propto\mathbf e_0+re^{iHz}\mathbf e_H$ into the angular distribution. Define

$$
S_{ab}=\left(1-\frac\beta2\right)\mathbf e_a\cdot\mathbf e_b
+\frac{3\beta}{2}(\mathbf e_a\cdot\mathbf n)(\mathbf e_b\cdot\mathbf n),
$$

where $a$ and $b$ here label the two waves. Expanding the squares gives the unnormalized yield of one atom:

$$
I=S_{00}+R\,S_{HH}+2\sqrt R\,S_{0H}\cos(\nu-Hz).
$$

Division by $S_{00}$ identifies the two constants left open by symmetry: $b=S_{HH}/S_{00}$ and $g_0=S_{0H}/S_{00}$ in the opening formula. If the polarizations are parallel, $\mathbf e_0=\mathbf e_H$, all three $S$ are equal and cancel, whatever $\beta$ and $\mathbf n$ are. It is assumed that $S_{00}$ is not zero, so that the detector sees electrons at all.

If electrons are collected over all directions, $S_{ab}$ reduces to $\mathbf e_a\cdot\mathbf e_b$. The reflected wave alone then has weight 1, and the interference has weight $\mathbf e_0\cdot\mathbf e_H$.

An example shows the size of the effect. Take a Bragg angle $\theta_B=80^\circ$ between beam and planes, polarization in the scattering plane, and an s shell. The detector looks $15^\circ$ above the surface, in the same plane and on the side toward which the beam travels. With $x$ along the surface,

$$
\mathbf e_{0,H}=(\sin\theta_B,0,\pm\cos\theta_B),\qquad
\mathbf n=(\cos15^\circ,0,\sin15^\circ).
$$

The upper sign belongs to the incident wave. The projections on $\mathbf n$ are $\sin95^\circ=0.996$ and $\sin65^\circ=0.906$. Their ratio gives $S_{0H}/S_{00}=0.910$, and its square gives $S_{HH}/S_{00}=0.828$. For collection over all directions the interference factor is $-\cos160^\circ=0.940$. In these two cases, treating the polarizations as parallel would misjudge the interference by 9 and 6 percent of its parallel value. Other emission directions can give larger errors.

### The average over heights

For parallel polarizations and many atoms, the average acts on the interference term alone:

$$
\langle\cos(\nu-Hz)\rangle
=\mathrm{Re}\left[e^{-i\nu}\langle e^{iHz}\rangle\right].
$$

The complex average has a modulus and a phase. They define the coherent fraction $F$ and the coherent position $P$:

$$
F e^{2\pi iP}=\langle e^{iHz}\rangle .
$$

Substitution gives the central result,

$$
Y=1+R+2\sqrt R\,F\cos(\nu-2\pi P).
$$

Since $F$ is the length of a mean of unit vectors, $0\leq F\leq1$. If all atoms share one height, $F=1$ and $P=z/d$ modulo 1. If $F=0$, then $P$ has no meaning and the yield follows $1+R$.

The coherent fraction measures order along $z$; it is not in general the share of atoms at one site. Suppose a fraction $f_o$ has a Gaussian height distribution with mean $\bar z$ and rms spread $\sigma$, while the rest is uniform over a whole number of spacings. The uniform part averages to zero. For the Gaussian part, with $u=z-\bar z$, completing the square gives

$$
-\frac{u^2}{2\sigma^2}+iHu
=-\frac{(u-iH\sigma^2)^2}{2\sigma^2}-\frac{H^2\sigma^2}{2}.
$$

The shifted Gaussian integrates to its usual norm, so

$$
F=f_o e^{-H^2\sigma^2/2},\qquad P=\frac{\bar z}{d}\ \text{modulo }1 .
$$

Two equally filled sites a distance $s$ apart have phases $\pm Hs/2$ about their midpoint. Their mean is $\cos(Hs/2)$, and $F=|\cos(\pi s/d)|$. If the cosine is negative, $P$ is displaced by one half from the midpoint value.

Take $d=0.2356$ nm and sites at 0.31 and 0.35 nm. Then $F=0.861$. A single, fully ordered Gaussian site centred at 0.33 nm has the same $P$, and it has the same $F$ if $\sigma=\sqrt{-2\ln F}/H=0.0205$ nm. One reflection cannot tell these two layers apart, because it measures a single Fourier coefficient of the height distribution.

## Second half: reading the phase and the modulation

### Symbols and results carried over

The reflected-to-incident amplitude ratio is $r=\sqrt R\,e^{-i\nu}$, with time factor $e^{-i\omega t}$. The spacing of the planes is $d$, $H=2\pi/d$, and $z$ is the height above an extended bulk plane. For parallel polarizations and dipole emission,

$$
Y=1+R+2\sqrt R\,F\cos(\nu-2\pi P),\qquad
X\equiv Fe^{2\pi iP}=\langle e^{iHz}\rangle .
$$

The coherent fraction $F$ and coherent position $P$ belong to the emitters. The reflectivity $R$ and phase $\nu$ belong to the crystal and must be known before $F$ and $P$ can be extracted.

For dipole emission and parallel polarizations, the yield depends on the emitters' heights only through the coherent fraction $F$ and the coherent position $P$. It remains to find how the crystal sets $R$ and $\nu$, to extract $F$ and $P$ from a scan, and to see how retardation and photon bandwidth affect the result.

All numerical values are calculated from the stated model.
